# Plasmon satellites of a core level: exact solution of Langreth's model: verification in Python

```python
"""Core level coupled linearly to one plasmon: exact removal spectrum.

H = eps c^+c + w b^+b + g c c^+ (b + b^+), energies in eV, hbar = 1.
Result under test: sudden removal of the core electron from the state with
no plasmon gives lines at binding energy  -eps - g^2/w + n w  with weights
exp(-a) a^n / n!,  a = (g/w)^2.
  eps: core level energy     w: plasmon energy     g: coupling energy
  c:   core electron annihilator    b: plasmon annihilator
Numerical side: matrices in the product space (core empty/filled) x (plasmons).
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import eval_hermite

eps, w, g = -100.0, 15.0, 9.0
n_basis = 80
n_lines = 8


def operators(size):
    """Return c and b in the product space; core basis order: empty, filled."""
    c_small = np.array([[0.0, 1.0], [0.0, 0.0]])
    b_small = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    return np.kron(c_small, np.eye(size)), np.kron(np.eye(2), b_small)


def hamiltonian(coupling, size, couples_to="hole"):
    c, b = operators(size)
    electron = c.T @ c
    hole = c @ c.T
    source = hole if couples_to == "hole" else electron
    return eps * electron + w * b.T @ b + coupling * source @ (b + b.T)


def removal_spectrum(H, size):
    """Binding energies, weights and eigenvectors of the core-empty states."""
    c, _ = operators(size)
    energy, vec = np.linalg.eigh(H)
    ground = vec[:, 0]
    assert abs(ground @ (c.T @ c) @ ground - 1) < 1e-10  # core is filled
    hole_number = np.einsum("ij,ij->j", vec, (c @ c.T) @ vec)
    empty = hole_number > 0.5
    weight = (vec[:, empty].T @ (c @ ground)) ** 2
    return energy[empty] - energy[0], weight, vec[:, empty]


def poisson(a, count):
    return np.array([np.exp(-a) * a**n / factorial(n) for n in range(count)])


n = np.arange(n_lines)

# Line positions and weights from diagonalization, for weak to strong coupling
for coupling in (3.0, 9.0, 18.0):
    E, P, _ = removal_spectrum(hamiltonian(coupling, n_basis), n_basis)
    a_c = (coupling / w) ** 2
    assert np.allclose(E[:n_lines], -eps - coupling**2 / w + n * w,
                       rtol=0, atol=1e-8)
    assert np.allclose(P[:n_lines], poisson(a_c, n_lines), rtol=0, atol=1e-10)
    assert np.argmax(P) == int(np.floor(a_c))
P_strong = P.copy()
E_strong = E.copy()

a = (g / w) ** 2
alpha = g / w
H = hamiltonian(g, n_basis)
E, P, states = removal_spectrum(H, n_basis)

# Moments of the spectrum
total = P.sum()
mean = P @ E
variance = P @ (E - mean) ** 2
third = P @ (E - mean) ** 3
assert abs(total - 1) < 1e-10
assert abs(mean + eps) < 1e-8
assert abs(variance - g**2) < 1e-7
assert abs(third - g**2 * w) < 1e-5

# Energy balance in the relaxed core-hole state
c, b = operators(n_basis)
relaxed = states[:, 0]
plasmon_number = relaxed @ (b.T @ b) @ relaxed
coupling_energy = g * relaxed @ (b + b.T) @ relaxed
assert abs(plasmon_number - a) < 1e-10
assert abs(coupling_energy + 2 * g**2 / w) < 1e-8


# Signed overlaps of displaced oscillator functions by quadrature
def oscillator(k, x):
    norm = np.sqrt(2.0**k * factorial(k) * np.sqrt(np.pi))
    return eval_hermite(k, x) * np.exp(-x * x / 2) / norm


overlaps = []
for k in range(5):
    value = quad(lambda x: oscillator(k, x + np.sqrt(2) * alpha)
                 * oscillator(0, x), -12, 12, epsabs=1e-12, limit=200)[0]
    overlaps.append(value)
    expected = np.exp(-a / 2) * alpha**k / np.sqrt(factorial(k))
    assert abs(value - expected) < 1e-9

# Time correlation function by propagation over one plasmon period
n_times = 64
period = 2 * np.pi / w
times = np.arange(n_times + 1) * period / n_times
filled_vacuum = np.zeros(2 * n_basis)
filled_vacuum[n_basis] = 1.0
start = c @ filled_vacuum
step = expm(-1j * (H - eps * np.eye(2 * n_basis)) * period / n_times)
psi = start.astype(complex)
S = []
for _ in times:
    S.append(start @ psi)
    psi = step @ psi
S = np.array(S)
S_formula = np.exp(1j * (eps + g**2 / w) * times
                   + a * (np.exp(-1j * w * times) - 1))
assert np.allclose(S, S_formula, rtol=0, atol=1e-9)
assert abs(abs(S[-1]) - 1) < 1e-9
S_half = abs(S[n_times // 2])
assert abs(S_half - np.exp(-2 * a)) < 1e-9
line_energy = -eps - g**2 / w + n * w
P_time = np.array([np.mean(np.exp(1j * e * times[:-1]) * S[:-1])
                   for e in line_energy])
assert np.allclose(P_time, P[:n_lines], rtol=0, atol=1e-9)

# Coupling to the electron instead of the hole reverses the shift
E_el, P_el, _ = removal_spectrum(hamiltonian(g, n_basis, "electron"), n_basis)
assert np.allclose(E_el[:n_lines], -eps + g**2 / w + n * w, rtol=0, atol=1e-8)
assert np.allclose(P_el[:n_lines], poisson(a, n_lines), rtol=0, atol=1e-10)

# At most one plasmon: poles and residues of 1/(x - g^2/(x - w))
E_one, P_one, _ = removal_spectrum(hamiltonian(g, 2), 2)
root = np.sqrt(w**2 + 4 * g**2)
poles = np.array([(w - root) / 2, (w + root) / 2])
residues = 1 / (1 + g**2 / (poles - w) ** 2)
assert np.allclose(E_one + eps, poles, rtol=0, atol=1e-9)
assert np.allclose(P_one, residues, rtol=0, atol=1e-10)
assert E_one[1] - E_one[0] > w

hbar_eV_s = physical_constants["reduced Planck constant in eV s"][0]

print(f"core level energy eps = {eps:.1f} eV")
print(f"plasmon energy w = {w:.1f} eV")
print(f"coupling g = {g:.1f} eV")
print(f"displacement g/w = {alpha:.2f}")
print(f"Poisson parameter a = {a:.4f}")
print(f"unrelaxed binding energy = {-eps:.2f} eV")
print(f"main-line shift to lower binding = {-eps - E[0]:.4f} eV")
for k in range(5):
    print(f"line {k}: binding {E[k]:.2f} eV, weight {P[k]:.5f}")
for k in range(3):
    print(f"overlap of old vacuum with new state {k} = {overlaps[k]:.5f}")
print(f"first satellite / main line = {P[1] / P[0]:.4f}")
print(f"all satellites together, weight = {1 - P[0]:.5f}")
print(f"total weight = {total:.6f}")
print(f"mean binding energy = {mean:.4f} eV")
print(f"standard deviation = {np.sqrt(variance):.4f} eV")
print(f"third central moment = {third:.2f} eV^3")
print(f"relaxed hole: mean plasmon number = {plasmon_number:.4f}")
print(f"relaxed hole: plasmon energy = {w * plasmon_number:.4f} eV")
print(f"relaxed hole: coupling energy = {coupling_energy:.4f} eV")
print(f"revival time = {period * hbar_eV_s * 1e15:.4f} fs")
print(f"|S| at half the revival time = {S_half:.5f}")
print(f"electron coupling: main line at {E_el[0]:.2f} eV")
print(f"electron coupling: mean binding = {P_el @ E_el:.2f} eV")
for k in range(2):
    print(f"one-plasmon cut, line {k}: {E_one[k]:.3f} eV, "
          f"weight {P_one[k]:.5f}")
print(f"one-plasmon cut: line spacing = {E_one[1] - E_one[0]:.3f} eV")
print(f"strong coupling g = {coupling:.1f} eV, a = {a_c:.4f}")
for k in range(4):
    print(f"strong, line {k}: {E_strong[k]:.2f} eV, weight {P_strong[k]:.5f}")
print("no test failed")
```

Running it gives:

```
core level energy eps = -100.0 eV
plasmon energy w = 15.0 eV
coupling g = 9.0 eV
displacement g/w = 0.60
Poisson parameter a = 0.3600
unrelaxed binding energy = 100.00 eV
main-line shift to lower binding = 5.4000 eV
line 0: binding 94.60 eV, weight 0.69768
line 1: binding 109.60 eV, weight 0.25116
line 2: binding 124.60 eV, weight 0.04521
line 3: binding 139.60 eV, weight 0.00543
line 4: binding 154.60 eV, weight 0.00049
overlap of old vacuum with new state 0 = 0.83527
overlap of old vacuum with new state 1 = 0.50116
overlap of old vacuum with new state 2 = 0.21263
first satellite / main line = 0.3600
all satellites together, weight = 0.30232
total weight = 1.000000
mean binding energy = 100.0000 eV
standard deviation = 9.0000 eV
third central moment = 1215.00 eV^3
relaxed hole: mean plasmon number = 0.3600
relaxed hole: plasmon energy = 5.4000 eV
relaxed hole: coupling energy = -10.8000 eV
revival time = 0.2757 fs
|S| at half the revival time = 0.48675
electron coupling: main line at 105.40 eV
electron coupling: mean binding = 110.80 eV
one-plasmon cut, line 0: 95.785 eV, weight 0.82009
one-plasmon cut, line 1: 119.215 eV, weight 0.17991
one-plasmon cut: line spacing = 23.431 eV
strong coupling g = 18.0 eV, a = 1.4400
strong, line 0: 78.40 eV, weight 0.23693
strong, line 1: 93.40 eV, weight 0.34118
strong, line 2: 108.40 eV, weight 0.24565
strong, line 3: 123.40 eV, weight 0.11791
no test failed
```
